# Membrane Prestress from the Opening of a Circular Hole: a numerical check

```python
"""Prestress of a membrane from the opening of a circular hole.

Result under test: a hole of radius a cut in a large membrane under
equibiaxial tension s0 opens by u = (1 + nu) * s0 * a / E.
E: Young modulus, nu: Poisson ratio, R: radius of the clamped outer rim.
With finite R the opening is multiplied by
(1 - q^2) / (1 + q^2 (1 + nu) / (1 - nu)), where q = a / R.

Independent road: finite-strain equilibrium of an initially slack sheet,
solved by shooting. Lengths there are in units of the slack hole radius,
stresses in units of E. Prestress is force per deformed length divided by
the original thickness.
"""
import numpy as np
from scipy.constants import e as elementary_charge
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

# Each law: strain as a function of g = stretch - 1, its first and second
# derivatives, and the inverse function. The energy is quadratic in strain.
GREEN = (lambda g: g + 0.5 * g * g,
         lambda g: 1.0 + g,
         lambda g: 1.0,
         lambda strain: np.sqrt(1.0 + 2.0 * strain) - 1.0)
LOGARITHMIC = (lambda g: np.log1p(g),
               lambda g: 1.0 / (1.0 + g),
               lambda g: -1.0 / (1.0 + g) ** 2,
               lambda strain: np.expm1(strain))


def nominal_stresses(g_r, g_t, nu, law):
    """Radial and hoop force per undeformed area, in units of E."""
    strain, slope = law[0], law[1]
    c = 1.0 / (1.0 - nu ** 2)
    p_r = c * slope(g_r) * (strain(g_r) + nu * strain(g_t))
    p_t = c * slope(g_t) * (strain(g_t) + nu * strain(g_r))
    return p_r, p_t


def solve_sheet(load, nu, ratio, law, points=None):
    """Return opening u/a, slack-referenced edge strain, stress profile."""
    strain, slope, curvature, inverse = law
    c = 1.0 / (1.0 - nu ** 2)

    def tension_error(g):
        return nominal_stresses(g, g, nu, law)[0] / (1.0 + g) - load

    g0 = brentq(tension_error, 0.0, 3.0 * load, xtol=1e-16, rtol=1e-14)

    def equilibrium(x, state):
        w, g_r = state
        g_t = w / x
        p_r, p_t = nominal_stresses(g_r, g_t, nu, law)
        p_rr = c * (curvature(g_r) * (strain(g_r) + nu * strain(g_t))
                    + slope(g_r) ** 2)
        p_rt = c * nu * slope(g_r) * slope(g_t)
        g_t_change = (g_r - g_t) / x
        return [g_r, ((p_t - p_r) / x - p_rt * g_t_change) / p_rr]

    def integrate(edge_strain, where=None):
        g_r = inverse(-nu * strain(edge_strain))  # traction-free edge
        return solve_ivp(equilibrium, (1.0, ratio), [edge_strain, g_r],
                         method="DOP853", rtol=1e-10, atol=1e-15,
                         t_eval=where)

    def rim_error(edge_strain):
        return integrate(edge_strain).y[0, -1] / ratio - g0

    edge = brentq(rim_error, g0, 3.0 * load, xtol=1e-16, rtol=1e-12)
    opening = (edge - g0) / (1.0 + g0)
    profile = None
    if points is not None:
        result = integrate(edge, points)
        g_t = result.y[0] / result.t
        g_r = result.y[1]
        p_r, p_t = nominal_stresses(g_r, g_t, nu, law)
        profile = (p_r / (1.0 + g_t) / load, p_t / (1.0 + g_r) / load)
    return opening, edge, profile


def window_factor(q, nu):
    return (1.0 - q ** 2) / (1.0 + q ** 2 * (1.0 + nu) / (1.0 - nu))


def linear_opening(load, nu, q=0.0):
    return (1.0 + nu) * load * window_factor(q, nu)


# Small-load tests: opening for several Poisson ratios and window sizes.
small = 1e-5
worst_window = 0.0
for nu_test in (0.0, 0.25, 0.4):
    for ratio_test in (3.0, 10.0):
        found = solve_sheet(small, nu_test, ratio_test, GREEN)[0]
        expected = linear_opening(small, nu_test, 1.0 / ratio_test)
        worst_window = max(worst_window, abs(found / expected - 1.0))
# Remaining differences are finite-strain terms of a few times the load.
assert worst_window < 2e-4

# Example inputs.
E_GPa, nu = 250.0, 0.25
a_um, u_um = 100.0, 0.4
R_um = 1000.0

# Nearly infinite sheet: opening, edge strain and stress profile.
radii = np.array([1.0, 1.5, 2.0, 4.0, 10.0])
opening, edge, profile = solve_sheet(small, nu, 300.0, GREEN, radii)
large_error = abs(opening / linear_opening(small, nu) - 1.0)
assert large_error < 2e-4
assert abs(edge / (2.0 * small) - 1.0) < 2e-4
assert np.allclose(profile[0], 1.0 - radii ** -2, atol=3e-4)
assert np.allclose(profile[1], 1.0 + radii ** -2, atol=3e-4)
assert min(profile[0].min(), profile[1].min()) > -1e-6  # no compression

# Inferred prestress and the two frequent mistakes.
s0 = E_GPa * u_um / (a_um * (1.0 + nu))
s_slack = E_GPa * u_um / (2.0 * a_um)
s_biaxial = E_GPa * u_um / (a_um * (1.0 - nu))
assert abs(s0 - 0.8) < 1e-12

# Finite strain at the actual load, same window in both theories.
load = s0 / E_GPa
q = a_um / R_um
deviation = {}
for name, law in (("Green", GREEN), ("logarithmic", LOGARITHMIC)):
    full = solve_sheet(load, nu, 1.0 / q, law)[0]
    half = solve_sheet(load / 2.0, nu, 1.0 / q, law)[0]
    dev_full = full / linear_opening(load, nu, q) - 1.0
    dev_half = half / linear_opening(load / 2.0, nu, q) - 1.0
    assert abs(dev_full) < 0.03
    # Leading correction is linear in load; the rest is of second order.
    assert abs(dev_full - 2.0 * dev_half) < 20.0 * load ** 2
    deviation[name] = dev_full

# Other neglected effects, with rough assumed inputs.
factor = window_factor(q, nu)
s_window = s0 / factor
overetch_nm = 50.0
s_overetch = E_GPa * overetch_nm * 1e-3 / (a_um * (1.0 + nu))
modulus_error = 0.10
warming_K = 20.0
alpha_frame, alpha_film = 2.6e-6, 1.6e-6
mismatch_stress = (E_GPa / (1.0 - nu)
                   * (alpha_frame - alpha_film) * warming_K)
thermal_um = a_um * (alpha_frame * warming_K
                     + (1.0 + nu) * mismatch_stress / E_GPa)
s_thermal = E_GPa * thermal_um / (a_um * (1.0 + nu))
strength_GPa = 6.0
GPa_to_eV_A3 = 1e9 * 1e-30 / elementary_charge

print(f"Young modulus E = {E_GPa:.0f} GPa")
print(f"Poisson ratio nu = {nu:.2f}")
print(f"hole radius a = {a_um:.0f} um")
print(f"radial opening u = {u_um:.1f} um = {u_um * 1e4:.0f} angstrom")
print(f"opening strain u/a = {u_um / a_um:.4f}")
print(f"inferred prestress s0 = {s0:.3f} GPa")
print(f"same prestress = {s0 * GPa_to_eV_A3:.6f} eV/angstrom^3")
print(f"prestrain (1-nu)s0/E = {(1 - nu) * load:.4f}")
print(f"edge hoop strain from slack sheet = {2 * load:.4f}")
print(f"edge hoop stress 2 s0 = {2 * s0:.2f} GPa")
print(f"wrong answer, slack reference = {s_slack:.3f} GPa")
print(f"wrong answer, factor 1-nu = {s_biaxial:.3f} GPa")
print(f"test load s0/E = {small:.0e}")
print(f"worst error, finite windows = {worst_window:.1e}")
print(f"error, rim at 300 hole radii = {large_error:.1e}")
print("numerical stresses at test load, in units of s0:")
for r, sr, st in zip(radii, *profile):
    print(f"  r/a = {r:4.1f}: radial {abs(sr):.4f}, hoop {st:.4f}")
print(f"window radius R = {R_um:.0f} um")
print(f"window factor on opening = {factor:.4f}")
print(f"prestress corrected for window = {s_window:.3f} GPa")
for name, value in deviation.items():
    print(f"finite-strain change of u, {name} law = {100 * value:+.2f} %")
print(f"over-etch (assumed) = {overetch_nm:.0f} nm")
print(f"false prestress from over-etch = {s_overetch:.3f} GPa")
print(f"modulus error (assumed) = {100 * modulus_error:.0f} %")
print(f"prestress error from modulus = {modulus_error * s0:.3f} GPa")
print(f"warming between readings (assumed) = {warming_K:.0f} K")
print(f"frame expansion (rough) = {alpha_frame * 1e6:.1f} ppm/K")
print(f"film expansion (rough) = {alpha_film * 1e6:.1f} ppm/K")
print(f"false opening from warming = {thermal_um * 1e3:.1f} nm")
print(f"false prestress from warming = {s_thermal:.3f} GPa")
print(f"film strength (rough) = {strength_GPa:.0f} GPa")
print(f"edge stress / strength = {2 * s0 / strength_GPa:.2f}")
print("tests ok")
```

Output:

```
Young modulus E = 250 GPa
Poisson ratio nu = 0.25
hole radius a = 100 um
radial opening u = 0.4 um = 4000 angstrom
opening strain u/a = 0.0040
inferred prestress s0 = 0.800 GPa
same prestress = 0.004993 eV/angstrom^3
prestrain (1-nu)s0/E = 0.0024
edge hoop strain from slack sheet = 0.0064
edge hoop stress 2 s0 = 1.60 GPa
wrong answer, slack reference = 0.500 GPa
wrong answer, factor 1-nu = 1.333 GPa
test load s0/E = 1e-05
worst error, finite windows = 3.0e-05
error, rim at 300 hole radii = 5.7e-05
numerical stresses at test load, in units of s0:
  r/a =  1.0: radial 0.0000, hoop 2.0000
  r/a =  1.5: radial 0.5555, hoop 1.4444
  r/a =  2.0: radial 0.7500, hoop 1.2500
  r/a =  4.0: radial 0.9375, hoop 1.0625
  r/a = 10.0: radial 0.9900, hoop 1.0100
window radius R = 1000 um
window factor on opening = 0.9738
prestress corrected for window = 0.822 GPa
finite-strain change of u, Green law = -0.85 %
finite-strain change of u, logarithmic law = +0.86 %
over-etch (assumed) = 50 nm
false prestress from over-etch = 0.100 GPa
modulus error (assumed) = 10 %
prestress error from modulus = 0.080 GPa
warming between readings (assumed) = 20 K
frame expansion (rough) = 2.6 ppm/K
film expansion (rough) = 1.6 ppm/K
false opening from warming = 8.5 nm
false prestress from warming = 0.017 GPa
film strength (rough) = 6 GPa
edge stress / strength = 0.27
tests ok
```
